# Doppler width, natural width and recoil shift of sodium D2, part 2

How wide is the spectral line of a gas at temperature $T$? Its atoms have mass $M$ and internal energy difference $h\nu_0$. Here $h$ is Planck's constant, $k$ Boltzmann's constant and $c$ the speed of light. The photon has frequency $\nu$ and wavelength $\lambda=c/\nu$ and travels along $+z$. The atom's velocity component in that direction before emission or absorption is $v_z$.

For emission, Newtonian energy and momentum conservation give

$$\nu=\nu_0+\nu\frac{v_z}{c}-\frac{h\nu^2}{2Mc^2}.$$

To first order in the atom's speed divided by $c$, both processes obey

$$\nu=\nu_c+\nu_0\frac{v_z}{c},\qquad \nu_c=\nu_0\mp\nu_R,$$

with the upper sign for emission and the lower for absorption. The neglected second-order Doppler terms have the scale $\nu_0kT/(Mc^2)$.

In a thermal gas that the light is too weak to disturb, $v_z$ has mean square $kT/M$ and the density

$$f(v_z)=\sqrt{\frac{M}{2\pi kT}}\;e^{-Mv_z^2/(2kT)}.$$

The Doppler profile is therefore the Gaussian

$$g(\nu)=\frac{1}{\sigma\sqrt{2\pi}}\exp\left[-\frac{(\nu-\nu_c)^2}{2\sigma^2}\right].$$

The recoil shift, standard deviation and Doppler width are

$$\nu_R=\frac{h\nu_0^2}{2Mc^2},\qquad \sigma=\nu_0\sqrt{\frac{kT}{Mc^2}},\qquad \Delta\nu_D=\sigma\sqrt{8\ln2}.$$

Widths are full widths at half maximum in ordinary frequency. In wavelength, a narrow line has $\Delta\lambda=\lambda^2\Delta\nu_D/c$.

Two numerical checks appear in the table of calculated quantities. One solves the relativistic conservation laws without the expansion, and the other builds the Doppler profile from the distribution of atomic speeds.

This derivation gave each velocity one sharp frequency, but an atom at rest also has a width of its own.

**Q:** Where does that width come from?

**A:** From the finite duration of the emission. Let the upper level have lifetime $\tau$, so that its population decays as $e^{-t/\tau}$. The emitted power follows the population. Power is proportional to the square of the field amplitude, so the amplitude decays as $e^{-t/(2\tau)}$.

Let $\delta=\nu-\nu_c$ be the detuning. The Fourier amplitude of the decaying wave, measured relative to its centre frequency, is

$$A(\delta)=\int_0^\infty e^{-t/(2\tau)}e^{2\pi i\delta t}\,dt=\frac{1}{1/(2\tau)-2\pi i\delta}.$$

The upper limit contributes nothing because of the decay. The power spectrum is

$$|A(\delta)|^2=\frac{1}{(2\pi\delta)^2+1/(4\tau^2)}.$$

It falls to half its central value when $2\pi|\delta|=1/(2\tau)$, that is, at $|\delta|=1/(4\pi\tau)$. Twice this distance is the natural width:

$$\Delta\nu_N=\frac{1}{2\pi\tau}.$$

The normalised shape is the Lorentzian

$$L(\delta)=\frac{1}{2\pi}\,\frac{\Delta\nu_N}{\delta^2+\Delta\nu_N^2/4}.$$

Its area is one, since the integral of $1/(\delta^2+q^2)$ over all $\delta$ is $\pi/q$, here with $q=\Delta\nu_N/2$.

**Q:** Should the lower level not contribute as well?

**A:** It would if it decayed. The lower level of the sodium D2 line is the ground level, which has no radiative decay, so the upper lifetime fixes the natural width.

**Q:** Real atoms also collide. Can I simply add that to the lifetime?

**A:** For brief collisions that randomise the phase of the wave, the decay rates of the phase memory add. Let such collisions occur at random with rate $\gamma_c$ per atom, without removing the excitation. Two instants $t_1$ and $t_2$ of the same emission keep a definite phase relation only if no collision lies between them. The probability of that is $e^{-\gamma_c|t_1-t_2|}$. If a collision has occurred, the random phase averages to zero. The mean power spectrum is therefore

$$\begin{aligned}
S(\delta)=\int_0^\infty\!\!\int_0^\infty &e^{-(t_1+t_2)/(2\tau)}\,e^{-\gamma_c|t_1-t_2|}\\
&\times e^{2\pi i\delta(t_1-t_2)}\,dt_1dt_2 .
\end{aligned}$$

The regions $t_1>t_2$ and $t_1<t_2$ give complex conjugates. In the first, set $t_1=t_2+s$. The integral over $t_2$ gives $\tau$, and with $\Gamma=1/(2\tau)+\gamma_c$,

$$\begin{aligned}
S(\delta)&=2\tau\,\mathrm{Re}\int_0^\infty e^{-\Gamma s+2\pi i\delta s}\,ds\\
&=\frac{2\tau\Gamma}{\Gamma^2+(2\pi\delta)^2}.
\end{aligned}$$

This is again a Lorentzian. Half maximum occurs at $|\delta|=\Gamma/(2\pi)$, so its full width is

$$\frac{\Gamma}{\pi}=\frac{1}{2\pi\tau}+\frac{\gamma_c}{\pi}.$$

For the comparison below I assume a gas so dilute that $\gamma_c/\pi\ll\Delta\nu_N$.

**Q:** Collisions also change velocities. Does that not spoil the Doppler calculation, even if the phase survives?

**A:** It does when the free path is too short. Motion by a distance $\ell$ along $z$ changes the phase seen by the detector by $2\pi\ell/\lambda$. If the free path is much longer than $\lambda/(2\pi)$, this phase becomes large before the velocity changes, and the atom displays a definite Doppler shift.

In the opposite case each free flight adds a small phase of size $\phi\ll1$ with random sign. After $n$ flights the typical total is $\phi\sqrt n$, rather than $\phi n$ for steady motion. About $1/\phi^2$ flights are needed to reach one radian, instead of $1/\phi$. The phase memory lasts longer and the Doppler contribution becomes narrower. The Gaussian derived above therefore requires the long free path.

**Q:** Then give me sodium. How large are the three quantities?

**A:** I take rough two-figure values: wavelength $\lambda=590$ nm, upper lifetime $\tau=16$ ns and mass $23$ u, which is $3.819\times10^{-26}$ kg. The temperature is chosen as $300$ K. Then $\nu_0=c/\lambda=508.1$ THz, and

$$\frac{kT}{Mc^2}=\frac{4.142\times10^{-21}\ \text{J}}{3.433\times10^{-9}\ \text{J}}=1.207\times10^{-12}.$$

The Doppler width is

$$\begin{aligned}
\Delta\nu_D&=(508.1\ \text{THz})\sqrt{8\ln2\times1.207\times10^{-12}}\\
&=1314\ \text{MHz}.
\end{aligned}$$

With inputs of this quality it should be quoted as $1.3$ GHz, or about $1.5$ pm in wavelength. The natural width is

$$\Delta\nu_N=\frac{1}{2\pi(16\ \text{ns})}=9.95\ \text{MHz},$$

or about $10$ MHz. For the recoil shift, use $\nu_0/c=1/\lambda$ and define the recoil velocity $v_R=h/(M\lambda)=0.0294$ m/s:

$$\nu_R=\frac{h}{2M\lambda^2}=\frac{v_R}{2\lambda}=\frac{0.0294\ \text{m/s}}{2(590\ \text{nm})}=24.9\ \text{kHz},$$

or about $25$ kHz. The Doppler width is thus about 130 times the natural width, and the natural width is about 400 times the recoil shift. I keep extra digits below where small differences are compared. They describe this set of inputs, not the accuracy of the sodium data.

**Q:** The factor of two bothers me. An atom that recoils with velocity $v_R$ should have a Doppler shift $v_R/\lambda$, not half of that.

**A:** The atom does not have the recoil velocity throughout the process. In the Newtonian balance for emission, collect the terms containing $\nu$:

$$\nu_0=\nu\left[1-\frac1c\left(v_z-\frac{h\nu}{2Mc}\right)\right].$$

The velocity before emission is $v_z$, and afterwards it is $v_z-h\nu/(Mc)$. The expression in round brackets is their mean. An atom initially at rest therefore shows the Doppler shift of a velocity $-v_R/2$ at leading order, which is $-\nu_R$.

**Q:** Both effects come from momentum, yet one is more than ten thousand times the other. Why?

**A:** The Doppler term involves the thermal momentum of the atom, while recoil involves the momentum of one photon. To compare them, solve the definition of $\nu_R$ for $\nu_0^2/(Mc^2)=2\nu_R/h$ and insert this in the square of the Doppler width:

$$\Delta\nu_D^2=8kT\ln2\,\frac{\nu_0^2}{Mc^2}=16\ln2\;\nu_R\frac{kT}{h}.$$

Dividing by $\nu_R^2$ and taking the root gives

$$\begin{aligned}
\frac{\Delta\nu_D}{\nu_R}&=\sqrt{16\ln2\,\frac{kT}{h\nu_R}}\\
&=\sqrt{16\ln2\times2.508\times10^8}=5.27\times10^4 .
\end{aligned}$$

The recoil energy $h\nu_R$ is very small compared with $kT$, and the ratio of the frequencies follows the square root of that energy ratio.

**Q:** With such a small recoil, can light emitted by one sodium atom still be absorbed by another?

**A:** Yes. For atoms at rest, the emission and absorption centres differ by $2\nu_R$, about $50$ kHz. The natural width is about 200 times larger, so the two lines overlap almost completely. In the warm gas the overlap is closer still, because both profiles are wider.

The recoil value is also meaningful at the order used here. The second-order Doppler scale $\nu_0kT/(Mc^2)$ is $0.61$ kHz, about $2.5$ per cent of $\nu_R$.

**Q:** If I scan a laser across the D2 line of room-temperature sodium, will I see one Gaussian with a width of $1.3$ GHz?

**A:** No. The ground level is split by the hyperfine interaction, by roughly $1.8$ GHz. That is $1.37$ times the Doppler width, so the absorption contains two displaced groups of components. The upper level is split as well, and each group therefore contains more than one component. The formula gives the Doppler width of one component. A fit of a single Gaussian to the whole D2 line would mix thermal motion with hyperfine structure and would not give the correct temperature. There is also a practical limit. Saturated sodium vapour at $300$ K is so dilute that a 10 cm cell has an optical depth of only about $10^{-4}$. An optical depth of order one needs about $400$ K, where the Doppler width is about 15 per cent larger.

**Q:** For one component, do I add the natural width to the Doppler width?

**A:** The profiles must be combined, not just their widths. An atom with velocity $v_z$ has a Lorentzian centred at detuning $\nu_0v_z/c$. The average over the gas is

$$V(\delta)=\int_{-\infty}^{\infty}f(v_z)\,L\!\left(\delta-\nu_0\frac{v_z}{c}\right)dv_z .$$

This is the Voigt profile. Numerical integration gives a full width of $1319.7$ MHz, compared with $1314.4$ MHz for the Gaussian alone. The increase is $5.3$ MHz.

Simple addition would give an increase of $9.95$ MHz. Adding squares, as would be right for two Gaussians, would give approximately

$$\frac{\Delta\nu_N^2}{2\Delta\nu_D}=\frac{(9.95\ \text{MHz})^2}{2(1314.4\ \text{MHz})}=0.04\ \text{MHz}.$$

Neither rule reproduces the Voigt width. In this example the natural width changes the total width by $0.4$ per cent.

**Q:** Then I may forget the natural width in a warm gas?

**A:** For the width of the core, yes at this level of accuracy, provided $\Delta\nu_N\ll\Delta\nu_D$ as in this example. For the far wings, no. The Gaussian falls exponentially with $\delta^2$, whereas the Lorentzian falls as $1/\delta^2$. Drawn separately with equal area, the narrow Lorentzian lies above the Gaussian close to the centre and below it at intermediate detunings. It lies above it again beyond an outer crossing at a detuning of $2187$ MHz, or $1.66$ Doppler widths. The actual profile near that point is the Voigt average, not either curve alone.

Farther out, at $|\delta|\gg\sigma$ and $|\delta|\gg\Delta\nu_N$, the Lorentzian of an atom with Doppler shift $s$ is proportional to

$$\frac{1}{(\delta-s)^2}=\frac{1}{\delta^2}\left(1+\frac{2s}{\delta}+\frac{3s^2}{\delta^2}+\cdots\right).$$

The series fails for the few atoms with $s$ close to $\delta$, which are resonant and contribute about the Gaussian value at that detuning. The detuning must therefore also lie well beyond the outer crossing, where the Gaussian is negligible compared with $L$. The thermal average has $\langle s\rangle=0$ and $\langle s^2\rangle=\sigma^2$. Hence

$$\frac{V(\delta)}{L(\delta)}\simeq1+\frac{3\sigma^2}{\delta^2}.$$

At five Doppler widths, with $\sigma=558.2$ MHz, the correction is $3(558.2/6572)^2=0.022$. The numerical ratio is $1.0225$, in agreement at this order. Thermal motion has almost no effect on the wing there, and the decay of the atom determines its strength. If phase-changing collisions matter, their contribution to the Lorentzian width must be included in the wing.

**Q:** How can a laser be sensitive to the $10$ MHz width when the line is more than $1$ GHz wide?

**A:** A laser much narrower than $10$ MHz does not address all velocities equally. A frequency interval $\Delta\nu_N$ corresponds to a velocity interval

$$\frac{c\,\Delta\nu_N}{\nu_0}=\lambda\Delta\nu_N=5.87\ \text{m/s}.$$

The root-mean-square velocity along the beam is $329$ m/s. Near $v_z=0$ the fraction of atoms in this interval is approximately

$$\frac{5.87}{329.3\sqrt{2\pi}}=0.007 .$$

For a single component, the laser therefore interacts strongly with less than one per cent of the atoms at a time. In the real D2 line each neighbouring hyperfine component addresses its own velocity class, and the total is of the order of one per cent.

This also shows one way in which the light can cease to be a weak probe, for an atom that always decays back to the level it started from. Each absorption changes the velocity along the beam by $0.0294$ m/s, while the following spontaneous emissions have no average kick if they are equally likely in opposite directions. After about $5.87/0.0294\simeq200$ cycles, an atom has shifted by one natural width. The velocity distribution is then no longer the undisturbed thermal one unless collisions restore it. This is not the only limit. An excited sodium atom may decay into the other ground hyperfine level and so leave resonance after far fewer cycles, and intense light can deplete the lower level.

**Q:** How cold must the atoms be before their motion stops dominating the width?

**A:** Set $\Delta\nu_D=\Delta\nu_N$ and square both sides:

$$\nu_0^2\,\frac{8kT_{\rm eq}\ln2}{Mc^2}=\Delta\nu_N^2,
\qquad
T_{\rm eq}=\frac{Mc^2\Delta\nu_N^2}{8k\ln2\,\nu_0^2}.$$

Because $\Delta\nu_D$ varies as $\sqrt T$, the same result follows from the room-temperature ratio:

$$T_{\rm eq}=\frac{300\ \text{K}}{(132.1)^2}=17\ \text{mK}.$$

At this temperature neither width may be neglected, and the line is a Voigt profile with equal Gaussian and Lorentzian widths. Well below it, the natural width dominates. The estimate applies to a dilute cloud of free atoms with a thermal velocity distribution, not to sodium that has condensed into a liquid or solid.

## Calculated quantities

```
INPUTS (sodium values are rough, two figures)
wavelength: 590 nm
upper-level lifetime: 16 ns
atomic mass: 23 u = 3.8192e-26 kg
temperature: 300 K
ground hyperfine splitting: 1800 MHz
INTERMEDIATE VALUES
line frequency nu0: 508.1 THz
thermal energy kT: 4.1419e-21 J
rest energy M c^2: 3.4326e-09 J
kT/(M c^2): 1.2067e-12
rms velocity along one axis: 329.3 m/s
Gaussian standard deviation: 558.2 MHz
MAIN RESULTS
Doppler width, formula: 1314.4 MHz
Doppler width, from speed distribution: 1314.4 MHz
Doppler width in wavelength: 1.53 pm
natural width, formula: 9.95 MHz
natural width, from Fourier integral: 9.95 MHz
recoil shift, formula: 24.92 kHz
exact shift, emission at rest: -24.92 kHz
exact shift, absorption at rest: 24.92 kHz
COMPARISON
Doppler width / natural width: 132.1
natural width / recoil shift: 399
Doppler width / recoil shift: 5.274e+04
kT / (h * recoil shift): 2.508e+08
hyperfine splitting / Doppler width: 1.37
recoil velocity h/(M lambda): 0.0294 m/s
velocity range of one natural width: 5.87 m/s
second-order Doppler scale nu0 kT/(M c^2): 0.613 kHz
temperature of equal widths: 17.2 mK
BOTH BROADENINGS TOGETHER
Voigt width: 1319.7 MHz
Voigt width minus Doppler width: 5.31 MHz
detuning where Lorentzian = Gaussian: 2187 MHz
same detuning / Doppler width: 1.66
Voigt/Lorentzian at 5 Doppler widths: 1.0225
```
